# Forward exposure at the centre of an electron-beam line

## Problem

An electron beam writes a pattern in resist. Charge delivered at one point leaves a forward exposure around it proportional to $\exp(-r^2/\alpha^2)$, where $r$ is the lateral distance and $\alpha$ describes the combined blur of beam and forward scattering. Exposures from different points add, and $\alpha$ is the same everywhere.

**(a)** A long straight line of full width $2\alpha$ is written at uniform dose $D$ (charge per area). Show that its centre receives 84.3 percent of the forward exposure found deep inside a wide area written at the same dose. Obtain the number without tables, with a bound on its error.

**(b)** How long must the line be for this percentage to hold to the three figures given?

**(c)** Take $\alpha=25$ nm, a line 50 nm wide and $D=30\ \mu\mathrm{C/cm^2}$. Find the forward exposure at the line centre, and the line dose that would raise it to the wide-area value at $30\ \mu\mathrm{C/cm^2}$.

**(d)** Electrons returning from the substrate add a second Gaussian exposure of range $\beta=9000$ nm. In a very wide area it amounts to $\eta=0.55$ times the forward exposure. Compare the total exposures of an isolated line and a very wide pad.

**(e)** Estimate how the forward result changes with a non-Gaussian tail, a change of blur, writing in discrete spots, and the random arrival of electrons.

## Solution

### (a) The line and the wide area

**Normalisation.** The integral of the profile over the plane is, in polar coordinates,

$$
\int e^{-r^2/\alpha^2}\,d^2r
=2\pi\int_0^\infty r\,e^{-r^2/\alpha^2}\,dr
=2\pi\left[-\frac{\alpha^2}{2}e^{-r^2/\alpha^2}\right]_0^\infty
=\pi\alpha^2 .
$$

The profile with unit integral is therefore

$$
f(r)=\frac{1}{\pi\alpha^2}\,e^{-r^2/\alpha^2}.
$$

We express forward exposure as an equivalent dose. An area element $dA$ at distance $r$ then contributes $D f(r)\,dA$. Deep inside an area much wider than $\alpha$, the integral covers practically all of $f$, so

$$
E_{\rm wide}=D .
$$

**Reduction to one dimension.** Let the line run along $y$ and have edges at $x=\pm w$. At its centre,

$$
E_{\rm line}=D\int_{-w}^{w}dx\int_{-\infty}^{\infty}dy\;
\frac{e^{-(x^2+y^2)/\alpha^2}}{\pi\alpha^2}.
$$

The exponential is a product of a function of $x$ and a function of $y$. Let $I=\int_{-\infty}^{\infty}e^{-y^2/\alpha^2}dy$. The integral over the plane is the product of two such factors, so $I^2=\pi\alpha^2$. Since $I$ is positive, $I=\alpha\sqrt\pi$. Hence

$$
\frac{E_{\rm line}}{D}
=\frac{\alpha\sqrt\pi}{\pi\alpha^2}\int_{-w}^{w}e^{-x^2/\alpha^2}dx
=\frac{1}{\alpha\sqrt\pi}\int_{-w}^{w}e^{-x^2/\alpha^2}dx .
$$

Put $x=\alpha u$, so that $dx=\alpha\,du$. The integrand is even, which allows the range to be halved and the result doubled:

$$
\frac{E_{\rm line}}{E_{\rm wide}}
=\frac{2}{\sqrt\pi}\int_0^{w/\alpha}e^{-u^2}du
\equiv\operatorname{erf}\!\left(\frac{w}{\alpha}\right).
$$

A full width of $2\alpha$ means $w=\alpha$. The required ratio is $\operatorname{erf}(1)$, whatever the values of $\alpha$ and $D$.

**The number.** Expand $e^{-u^2}=\sum_n(-1)^n u^{2n}/n!$. The series converges uniformly on $0\le u\le1$, so it may be integrated term by term:

$$
\operatorname{erf}(1)=\frac{2}{\sqrt\pi}\sum_{n=0}^{\infty}\frac{(-1)^n}{n!\,(2n+1)}
=\frac{2}{\sqrt\pi}\left(1-\frac13+\frac1{10}-\frac1{42}+\frac1{216}-\frac1{1320}+\frac1{9360}-\cdots\right).
$$

The seven terms shown give 0.842714. The terms alternate in sign and decrease in size, so the error is smaller than the first omitted term, $1.5\times10^{-5}$. That term is negative, and the sum therefore lies between 0.842699 and 0.842714. Both ends round to the same percentage:

$$
\boxed{\frac{E_{\rm line}}{E_{\rm wide}}=\operatorname{erf}(1)=0.8427=84.3\ \text{percent}}
$$

**A second route.** The same share can be found by adding circles around the observation point, without separating $x$ from $y$. Circles with $r<\alpha$ lie wholly inside the line. They contribute

$$
\int_0^\alpha \frac{2r}{\alpha^2}e^{-r^2/\alpha^2}dr=1-e^{-1}=0.6321 .
$$

A larger circle is inside the line only where $|\cos\theta|<\alpha/r$, with $\theta$ measured from the $x$ axis. This condition selects a total angle $4\arcsin(\alpha/r)$ out of $2\pi$. With $u=r/\alpha$, the full share is

$$
1-e^{-1}+\frac4\pi\int_1^\infty u\arcsin\!\left(\frac1u\right)e^{-u^2}du .
$$

Numerical integration of this form gives 0.842701, in agreement with $\operatorname{erf}(1)$. It also shows why the answer is not 63.2 percent: that is the share of a disc of radius $\alpha$, and the rest of the line supplies the difference.

The meaning of $\alpha$ matters too. It is the radius at which the profile falls to $1/e$; the standard deviation along one axis is $\alpha/\sqrt2$. If $\alpha$ were instead the standard deviation, the profile would be $\exp(-r^2/2\alpha^2)$ and the share would be $\operatorname{erf}(1/\sqrt2)=0.6827$.

**Limits in width.** For $w\gg\alpha$ the ratio tends to 1, as it must for a wide area. For $w\ll\alpha$ the integrand is close to 1, and

$$
\operatorname{erf}\!\left(\frac{w}{\alpha}\right)\approx\frac{2w}{\alpha\sqrt\pi}.
$$

A very narrow line thus receives a central exposure proportional to its width. The line of width $2\alpha$ lies between these limits: most of the blur is collected, but the missing parts beyond its two edges still matter.

### (b) How long is long?

For a line of length $L$, observed at its midpoint, the $y$ integral runs from $-L/2$ to $L/2$. It gives a second error function in place of 1:

$$
\frac{E_{\rm line}}{E_{\rm wide}}
=\operatorname{erf}(1)\,\operatorname{erf}\!\left(\frac{L}{2\alpha}\right).
$$

At $L=3\alpha$ this is 0.8141. To round to 84.3 percent the ratio must be at least 0.8425. Solving for that value gives $L=5.20\,\alpha$, or 130 nm when $\alpha=25$ nm. This length concerns forward exposure at the midpoint. Near an end of the line the exposure is lower.

### (c) The forward doses

The line is 50 nm wide, so $w=25\ \mathrm{nm}=\alpha$. Its central forward exposure is

$$
E_{\rm line}=30.0\times0.8427=25.28\ \mu\mathrm{C/cm^2}.
$$

To restore the wide-area value of $30\ \mu\mathrm{C/cm^2}$, the line must be written at

$$
D_{\rm line}=\frac{30.0}{0.8427}=35.60\ \mu\mathrm{C/cm^2},
$$

an increase by the factor 1.187. This equalises forward exposure at the centre. It does not by itself fix the developed line width, which depends on the exposure near the edges and on the resist's response.

### (d) Adding backscatter

The derivation in (a) applies to each Gaussian separately. The backscattered part has range $\beta$ and weight $\eta$, so at the centre of a line long compared with $\beta$

$$
E_{\rm line}^{\rm tot}=D\left[\operatorname{erf}\!\left(\frac{w}{\alpha}\right)+\eta\operatorname{erf}\!\left(\frac{w}{\beta}\right)\right].
$$

Since $w\ll\beta$, the narrow-line limit gives $\operatorname{erf}(w/\beta)\approx2(25)/(9000\sqrt\pi)=0.00313$. Therefore

$$
E_{\rm line}^{\rm tot}=30.0\,(0.8427+0.55\times0.00313)=25.33\ \mu\mathrm{C/cm^2}.
$$

A pad much wider than $\beta$ collects both parts in full:

$$
E_{\rm pad}^{\rm tot}=30.0\,(1+0.55)=46.50\ \mu\mathrm{C/cm^2}.
$$

The ratio is $25.33/46.50=0.545$. The isolated line receives about 54 percent of the pad's total exposure, although it receives 84.3 percent of the forward exposure. Matching the pad's total at the line centre, with the pad kept at $30\ \mu\mathrm{C/cm^2}$, requires a line dose of $30.0/0.5448=55.1\ \mu\mathrm{C/cm^2}$.

The two percentages answer different questions. An area can be wide for forward exposure, with dimensions much greater than $\alpha$, and still be small compared with $\beta$. Backscatter from neighbouring features would also add to the line's exposure, so the dose just found applies to an isolated line.

### (e) Corrections to the forward result

**Tail.** Suppose that 10 percent of the forward exposure belongs to a Gaussian of range 300 nm, while the rest keeps $\alpha=25$ nm. These tail values are assumed for the estimate. The wider Gaussian stands in for the non-Gaussian tail, and the line is taken to be long compared with 300 nm, so the length found in (b) no longer suffices. The share becomes

$$
0.90\operatorname{erf}(1)+0.10\operatorname{erf}\!\left(\frac{25}{300}\right)=0.7678 .
$$

The narrow line collects little of the tail, whereas a sufficiently wide area collects all of it.

**Blur.** Hold the line width at 50 nm. If $\alpha$ rises by 10 percent, the share falls to 0.8014; if $\alpha$ falls by 10 percent, the share rises to 0.8839. The value 84.3 percent belongs to a width of $2\alpha$, not to a fixed width in nanometres.

**Discrete spots.** Let the line be filled by spots at the centres of square cells of side $p=5$ nm, with the observation point at a cell corner. Write $g(x)=e^{-x^2/\alpha^2}/(\alpha\sqrt\pi)$. Expanding $g$ about the centre $x_j$ of one cell gives

$$
\int_{\rm cell}g\,dx\approx p\,g(x_j)+\frac{p^3}{24}g''(x_j).
$$

The linear term vanishes by symmetry. Summing over cells, and replacing $p\sum g''(x_j)$ by $\int g''dx$ at this order, yields

$$
p\sum_j g(x_j)\approx\int_{-\alpha}^{\alpha}g\,dx-\frac{p^2}{24}\left[g'(\alpha)-g'(-\alpha)\right].
$$

Because $g'(\pm\alpha)=\mp2/(\alpha^2e\sqrt\pi)$, the bracket is $-4/(\alpha^2e\sqrt\pi)$. The share rises by

$$
\frac{p^2}{6\alpha^2e\sqrt\pi}=0.00138 .
$$

Along $y$ the corresponding end terms are negligible, since the profile has died away at the ends of a long line. A direct sum over spots gives 0.84409, consistent with $0.84270+0.00138$.

**Random arrival.** The mean number of electrons per area is $n=D/e_0=1.872\ \mathrm{nm^{-2}}$, where $e_0$ is the elementary charge. Let arrivals be independent, so that the count in a small cell $dA$ has mean and variance $n\,dA$. Suppose that each electron contributes the whole profile $f$. The variances of separate cells add:

$$
\operatorname{Var}=n\int_{\rm line}f^2\,dA
=\frac{n}{\pi^2\alpha^4}
\left[\alpha\sqrt{\frac\pi2}\operatorname{erf}(\sqrt2)\right]
\left[\alpha\sqrt{\frac\pi2}\right]
=\frac{n\operatorname{erf}(\sqrt2)}{2\pi\alpha^2}.
$$

The two brackets are the integrals of $e^{-2x^2/\alpha^2}$ across the line and $e^{-2y^2/\alpha^2}$ along it. Dividing the standard deviation by the mean $n\operatorname{erf}(1)$ gives

$$
\frac{\Delta E}{E_{\rm line}}
=\frac{1}{\operatorname{erf}(1)}\sqrt{\frac{\operatorname{erf}(\sqrt2)}{2\pi\alpha^2n}}
=1.35\ \text{percent}.
$$

In 1000 random placements of electrons at this density, the relative fluctuation was 1.31 percent and the mean share 0.8431. This estimate gives every electron the same smooth profile, centred on the point at which it was aimed. In reality that profile is an average over many electrons: beam blur scatters their landing points, forward scattering spreads their paths in the resist, and each electron exposes only a narrower region around its own track. The mean exposure is the same, but the fluctuation at a point is then larger than 1.35 percent. The estimate also leaves out the randomness of individual energy deposits and of the resist chemistry.

### Relation to a real mask

The parameters are round values chosen for illustration. The backscatter range and strength are of the order expected for 50 keV electrons in a quartz photomask. The blur and dose depend on the writing tool and resist, so they should be determined for the process in use. Of the effects sized here, backscatter matters most: it changes the line-to-wide-area ratio from 84 to about 54 percent when total exposures are compared with those of a pad several $\beta$ wide; for a smaller pad the change is smaller. Within the forward part, the assumed tail lowers the share by about 7.5 percentage points, and a 10 percent change of blur moves it by about 4. The figure of 84.3 percent is thus a precise property of the Gaussian model, not a prediction of that precision for a mask.

The numerical output below lists the values used.

## Computed results

```
Beam energy (regime): 50 keV
Forward range alpha: 25 nm
Line width: 50 nm
Written dose: 30.0 uC/cm2
Backscatter range beta: 9000 nm
Backscatter ratio eta: 0.55
Integral of forward profile: 1963.5 nm2
Wide-area share, strip of width 20 alpha: 1.000000
Line-centre share, sum over circles: 0.842701
erf(1): 0.842701
Line-centre share in percent: 84.3 %
Series for erf(1), 1 terms: 1.128379
Series for erf(1), 2 terms: 0.752253
Series for erf(1), 3 terms: 0.865091
Series for erf(1), 4 terms: 0.838225
Series for erf(1), 5 terms: 0.843449
Series for erf(1), 6 terms: 0.842594
Series for erf(1), 7 terms: 0.842714
Error bound after 7 terms: 1.5e-05
Share at midpoint for length 3 alpha: 0.8141
Least length that rounds to 84.3 %: 130 nm
Least length / alpha: 5.20
Disc of radius alpha, share: 0.6321
Share if alpha were a standard deviation: 0.6827
Forward exposure at line centre: 25.28 uC/cm2
Dose restoring forward exposure: 35.60 uC/cm2
Dose factor, forward only: 1.1867
Backscatter share collected by line: 0.00313
Total exposure at line centre: 25.33 uC/cm2
Total exposure in very wide pad: 46.50 uC/cm2
Ratio of total exposures: 0.5448
Line dose matching pad total: 55.07 uC/cm2
Assumed tail weight: 0.10
Assumed tail range: 300 nm
Forward share with tail: 0.7678
Forward share, alpha 10 % larger: 0.8014
Forward share, alpha 10 % smaller: 0.8839
Pixel pitch: 5 nm
Forward share with discrete spots: 0.84409
Predicted pixel shift of share: 0.00138
Electron density: 1.872 per nm2
Relative shot noise, formula: 1.35 %
Relative shot noise, random placement: 1.31 %
Mean share, random placement: 0.8431
```
